# Optical Frequency Times Scattering Time for Electrons in Silicon

## The problem

Electrons in lightly doped silicon at 300 K have a low-field mobility $\mu=1400\ \mathrm{cm^2/(V\,s)}$ and an optical mass $m=0.26\,m_e$, where $m_e$ is the free-electron mass. Light of vacuum wavelength $\lambda=1550$ nm passes through the crystal. In the Drude model, the product of optical frequency and scattering time tells how far the electrons' velocity lags behind the force of the light.

Find this product. Then decide whether the scattering time taken from the mobility also fixes the optical loss.

## A tempting solution

The mobility of a carrier with charge of magnitude $e$ is $\mu=e\tau/m$, so the scattering time is

$$\tau=\frac{\mu m}{e}=2.07\times10^{-13}\ \mathrm{s}.$$

The frequency of light is $f=c/\lambda$. The product is therefore

$$f\tau=\frac{c\tau}{\lambda}
=\frac{(2.998\times10^{8}\ \mathrm{m/s})(2.07\times10^{-13}\ \mathrm{s})}{1.55\times10^{-6}\ \mathrm{m}}\approx 40 .$$

The conclusion drawn is that the part of the velocity out of phase with the force is 40 times the part in phase with it.

The arithmetic is right, and so is the scattering time. The conclusion is wrong. The number 40 counts optical cycles in one scattering time, but nothing in the solution shows that this count is the ratio of the two velocity parts. The equation of motion has to decide that.

## Where the fault lies

Let the force of the light on an electron be $ma\cos\omega t$, where $a$ is the amplitude of the acceleration and $\omega$ is the angular frequency. Suppose that in a short time $dt$ a fraction $dt/\tau$ of the electrons collide, and that a collision leaves no average velocity behind. The mean velocity $v$ then obeys

$$v(t+dt)=\left(1-\frac{dt}{\tau}\right)\left[v(t)+a\cos\omega t\,dt\right].$$

Dropping the term in $dt^2$ and dividing by $dt$ gives

$$\frac{dv}{dt}=a\cos\omega t-\frac{v}{\tau}.$$

After the initial transient has decayed, the velocity oscillates at the driving frequency. Insert $v=A\cos\omega t+B\sin\omega t$:

$$-\omega A\sin\omega t+\omega B\cos\omega t
=a\cos\omega t-\frac{A}{\tau}\cos\omega t-\frac{B}{\tau}\sin\omega t .$$

The sine and cosine terms must balance separately. The sine terms give $B=\omega\tau A$. The cosine terms give $\omega B=a-A/\tau$. Substituting the first into the second,

$$A\left(\omega^2\tau+\frac1\tau\right)=a,\qquad
A=\frac{a\tau}{1+\omega^2\tau^2},\qquad
\frac{B}{A}=\omega\tau .$$

The ratio asked for is $\omega\tau$. The time derivative of $\cos\omega t$ brings down $\omega=2\pi f$, and this is where the missing factor $2\pi$ enters. The tempting solution put the cycle count $f\tau$ in place of the phase $\omega\tau$ in radians.

The error matters for loss. The force does work through the in-phase part $A$. For large $\omega\tau$ this part falls as $1/(\omega\tau)^2$, so at fixed $a$ and $\tau$ the use of $f\tau$ would overestimate $A$ by a factor of about $(2\pi)^2\approx39$.

## The right solution

**Scattering time.** The relation between mobility and $\tau$ follows from the same collision picture. In a constant field the acceleration $a$ is constant. A flight of duration $s$ that starts with zero mean velocity covers the drift distance $as^2/2$. Collisions with a constant probability per unit time give flight durations distributed as $e^{-s/\tau}/\tau$, for which

$$\langle s\rangle=\tau,\qquad \langle s^2\rangle=2\tau^2 .$$

Total distance divided by total time is therefore

$$v=\frac{a\langle s^2\rangle}{2\langle s\rangle}=a\tau .$$

With $a=eF/m$ in a field of magnitude $F$, the mobility is $\mu=v/F=e\tau/m$. The electron's negative charge reverses the direction of drift, but mobility is defined here as a positive ratio of magnitudes. As a numerical test, two million random flights in a field of 100 V/cm gave a mobility of $1398\ \mathrm{cm^2/(V\,s)}$ for the $\tau$ used here, against the input of 1400.

In SI units $\mu=0.140\ \mathrm{m^2/(V\,s)}$, because $1\ \mathrm{cm^2}=10^{-4}\ \mathrm{m^2}$. The mass is

$$m=0.26\times9.109\times10^{-31}\ \mathrm{kg}=2.368\times10^{-31}\ \mathrm{kg},$$

and so

$$\tau=\frac{0.140\times2.368\times10^{-31}}{1.602\times10^{-19}}\ \mathrm{s}
=2.07\times10^{-13}\ \mathrm{s}=207\ \mathrm{fs}.$$

The unit is a second because $1\ \mathrm{V\,C}=1\ \mathrm{J}=1\ \mathrm{kg\,m^2/s^2}$.

**Angular frequency.** Inside silicon the light is slower and its wavelength shorter by the same factor, the refractive index. The frequency is unchanged, so the vacuum values of speed and wavelength belong together:

$$\omega=\frac{2\pi c}{\lambda}
=\frac{2\pi(2.998\times10^{8}\ \mathrm{m/s})}{1.55\times10^{-6}\ \mathrm{m}}
=1.215\times10^{15}\ \mathrm{rad/s}.$$

**Product.** Multiplication gives

$$\boxed{\omega\tau=\frac{2\pi c\,\mu m}{e\lambda}\approx 250}$$

The unrounded value is 251.5, but the mobility and mass do not justify the last digits. Direct integration of the equation of motion from rest, over 120 optical periods, gave the same ratio $B/A=251.5$ in the last period.

## What the number means

Writing the velocity as a multiple of $\cos(\omega t-\varphi)$ gives $\tan\varphi=B/A=\omega\tau$. The lag is $\varphi=89.77^\circ$, very close to the $90^\circ$ of a free particle. About 40 optical cycles pass in one scattering time, so collisions disturb the oscillation only slightly.

Two limits show the role of the product. For $\omega\tau\ll1$, $A\approx a\tau$ and $B$ is small: the velocity follows the force as in a dc measurement. For $\omega\tau\gg1$,

$$B\approx\frac a\omega,\qquad A\approx\frac{a}{\omega^2\tau}.$$

The large part $B$ no longer depends on $\tau$. The small part $A$ is proportional to the collision rate. The mean power absorbed per electron is the average of force times velocity. Since $\langle\cos^2\omega t\rangle=1/2$ and $\langle\cos\omega t\sin\omega t\rangle=0$,

$$P=\frac{maA}{2}\approx\frac{ma^2}{2\omega^2\tau}.$$

## Why the optical mass may be used in the mobility

Silicon has six equivalent conduction-band valleys, two along each cubic axis. Each has a longitudinal mass $m_l$ along its axis and a transverse mass $m_t$ across it. Assume equal valley populations and one $\tau$ for all directions. For a force along $x$, two valleys respond with $1/m_l$ and four with $1/m_t$, so the mean inverse mass is

$$\frac1m=\frac16\left(\frac2{m_l}+\frac4{m_t}\right)
=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).$$

The $y$ and $z$ directions give the same value, and the principal axes of the valleys lie along the cubic axes, so there are no cross terms. The averaged response is isotropic. This mean inverse mass multiplies the force in both the dc and the optical equation of motion, which is why one mass serves in both.

The rough values $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$ give $m=0.258\,m_e$, consistent with the input. The density-of-states mass of one valley, $(m_lm_t^2)^{1/3}=0.321\,m_e$, counts states and does not describe acceleration. Using it at fixed mobility would raise the product to about 310.

## Does the same time fix the optical loss?

In the classical Drude model it does, because one constant $\tau$ serves every electron at every frequency. Two things can spoil this: $\tau$ may depend on the electron's energy, and the photon energy may be large compared with the thermal energy $kT$. A simple scattering model shows how much they matter together.

**Different averages.** Let $\varepsilon=E/kT$ be the electron energy in thermal units. If the squared scattering matrix element is constant and the scattering is elastic and isotropic, the rate follows the density of final states:

$$\frac1{\tau(\varepsilon)}=\frac{\sqrt\varepsilon}{\tau_0}.$$

In a weak constant force $F_z$, the steady Boltzmann equation balances the shift of the distribution $f_0\propto e^{-E/kT}$ against its relaxation:

$$F_z\frac{\partial f_0}{\partial p_z}=-\frac{\delta f}{\tau},\qquad
\delta f=\frac{\tau F_zv_z}{kT}f_0 .$$

The mean velocity is $F_z\langle\tau v_z^2\rangle/kT$. Since $v_z^2$ averages over directions to $2E/(3m)$ and $\langle E\rangle=3kT/2$, this equals $(F_z/m)\tau_{\rm dc}$ with

$$\tau_{\rm dc}=\frac{\langle\varepsilon\tau\rangle}{\langle\varepsilon\rangle}.$$

At high frequency the in-phase response of each energy group contains $1/(\omega^2\tau)$ in place of $\tau$. The classical loss rate is therefore

$$\gamma_{\rm cl}=\frac{\langle\varepsilon/\tau\rangle}{\langle\varepsilon\rangle}.$$

The thermal averages carry the weight $\sqrt\varepsilon\,e^{-\varepsilon}$. The integrals needed are $\int_0^\infty\varepsilon e^{-\varepsilon}d\varepsilon=1$, $\int_0^\infty\varepsilon^2e^{-\varepsilon}d\varepsilon=2$ and $\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon}d\varepsilon=3\sqrt\pi/4$. Hence

$$\tau_{\rm dc}=\frac{4\tau_0}{3\sqrt\pi},\qquad
\gamma_{\rm cl}=\frac{8}{3\sqrt\pi\,\tau_0},\qquad
\gamma_{\rm cl}\tau_{\rm dc}=\frac{32}{9\pi}\approx1.13 .$$

**Large photon energy.** The photon energy is $\hbar\omega=0.80$ eV, while $kT=0.0259$ eV. Their ratio is $x=\hbar\omega/kT\approx31$. An electron that absorbs a photon ends far above the thermal energies, where this model has a higher scattering rate.

Describe the light by a uniform vector potential $\mathbf A$. It leaves the canonical wavevector $\mathbf k$ unchanged, so absorption within a single band also needs a scattering event with matrix element $V$. For a field of amplitude $E_0$, the vector potential has amplitude $E_0/\omega$. The absorbing half of the coupling $(e/m)\mathbf A\cdot\mathbf p$ has magnitude $Wk_z$, with $W=e\hbar E_0/(2m\omega)$. There are two orders of events:

- Photon first: the electron is still at energy $E$ and the photon is gone. The initial energy minus the intermediate energy is $+\hbar\omega$.
- Scattering first: the electron is already at $E'=E+\hbar\omega$ and the photon is still present. The difference is $-\hbar\omega$.

The two contributions add to

$$M=\frac{VW(k_z-k_z')}{\hbar\omega},\qquad
\frac{W}{\hbar\omega}=\frac{eE_0}{2m\omega^2}.$$

For independent, isotropic directions the cross term averages to zero, leaving

$$\langle(k_z-k_z')^2\rangle=\frac{k^2+k'^2}{3}
=\frac{2m(2E+\hbar\omega)}{3\hbar^2}.$$

In the golden rule, the sum over final states of $(2\pi/\hbar)|V|^2$ is the scattering rate $1/\tau(E+\hbar\omega)$. Stimulated emission is the reverse process, from states whose occupation is smaller by $e^{-x}$, so the net rate carries the factor $1-e^{-x}$. The absorbed power is

$$P=\hbar\omega(1-e^{-x})\frac{e^2E_0^2}{4m^2\omega^4}\,
\frac{2m}{3\hbar^2}\left\langle\frac{2E+\hbar\omega}{\tau(E+\hbar\omega)}\right\rangle .$$

Comparison with the Drude form $P=e^2E_0^2\gamma_{\rm opt}/(2m\omega^2)$ gives

$$\gamma_{\rm opt}=\frac{1-e^{-x}}{3x}
\left\langle\frac{2\varepsilon+x}{\tau(\varepsilon+x)}\right\rangle .$$

For $x\to0$ the prefactor tends to $1/3$ and the average to $\langle2\varepsilon/\tau\rangle$. Since $\langle\varepsilon\rangle=3/2$, the classical rate $\gamma_{\rm cl}$ returns.

**Evaluation.** With $1/\tau=\sqrt{\varepsilon+x}/\tau_0$ and the normalization $\int_0^\infty\sqrt\varepsilon e^{-\varepsilon}d\varepsilon=\sqrt\pi/2$, the integral required is

$$I=\int_0^\infty\sqrt{\varepsilon(\varepsilon+x)}\,(2\varepsilon+x)e^{-\varepsilon}d\varepsilon .$$

Set $y=x/2$ and $u=\varepsilon+y$, so that $\varepsilon(\varepsilon+x)=u^2-y^2$ and $2\varepsilon+x=2u$. Then set $u=y\cosh\theta$:

$$I=2e^y\int_y^\infty u\sqrt{u^2-y^2}\,e^{-u}du
=2e^yy^3\int_0^\infty\cosh\theta\sinh^2\theta\,e^{-y\cosh\theta}d\theta .$$

Because $y\sinh\theta\,e^{-y\cosh\theta}$ is minus the derivative of $e^{-y\cosh\theta}$, integration by parts gives

$$y\int_0^\infty\cosh\theta\sinh^2\theta\,e^{-y\cosh\theta}d\theta
=\int_0^\infty\cosh2\theta\,e^{-y\cosh\theta}d\theta=K_2(y).$$

The boundary terms vanish, and the last integral defines the modified Bessel function $K_2$. Thus $I=2e^yy^2K_2(y)$. Using $(1-e^{-2y})e^y=2\sinh y$,

$$\gamma_{\rm opt}\tau_0=\frac{1-e^{-2y}}{6y}\,\frac{2}{\sqrt\pi}\,I
=\frac{4y}{3\sqrt\pi}\sinh y\,K_2(y),$$

$$\gamma_{\rm opt}\tau_{\rm dc}
=\frac{32}{9\pi}\left[\frac y2\sinh y\,K_2(y)\right].$$

The bracket does not rise steadily from one. At moderate photon energy it lies below one (0.92 at $x=4$, 0.98 at $x=10$), and it exceeds one only at larger $x$. At this wavelength the bracket is 1.39 and the whole factor is 1.57. The number that describes loss in this model is therefore

$$\frac{\omega}{\gamma_{\rm opt}}=\frac{\omega\tau_{\rm dc}}{1.57}\approx160 .$$

The answer to the second question is no. The product 250 belongs to the dc scattering time, and in this model the optical loss is about 1.6 times what that time alone would give. The electrons still respond almost freely, since 160 is also much larger than one.

## Real silicon and the range of the result

The mobility used here is typical of lightly doped silicon near room temperature. At $10^{15}$ electrons per $\mathrm{cm^3}$ the density is $3.6\times10^{-5}$ of the effective density of states, so Boltzmann statistics are adequate. In the field of 100 V/cm the drift speed is $1.4\times10^5$ cm/s, against a thermal speed of $2.3\times10^7$ cm/s, which supports the weak-field picture. The photon energy lies below the rough band gap of 1.12 eV. Doped regions of devices break the assumption of light doping. With a rough mobility of $270\ \mathrm{cm^2/(V\,s)}$ at $10^{18}\ \mathrm{cm^{-3}}$, and the same mass and wavelength, $\omega\tau$ drops to about 49. Heating lightly doped material to 350 K, with mobility taken roughly as $T^{-2.4}$, lowers it to about 170.

The loss estimate is less secure than the dc product. It omits phonon energies, scattering between valleys and the change of band shape at high energy. The first two matter even at light doping. For acoustic phonons the $\sqrt\varepsilon$ model gives a mobility falling as $T^{-1.5}$, not the $T^{-2.4}$ used above. An estimate that adds intervalley phonons with standard deformation potentials gives a mobility near 1400 to 1600 $\mathrm{cm^2/(V\,s)}$ and a loss factor of about 3 instead of 1.6. It also omits direct transitions to the next conduction band, which lies roughly 0.5 eV above the valley minimum at the same wavevector. A separation of 0.80 eV is reached for electrons only about $kT$ above the minimum. The transition is forbidden on the valley axis but allowed off it. For a band obeying $E(1+\alpha E)=\hbar^2k^2/(2m)$, differentiation gives $(1+2\alpha E)\,dE/dk=\hbar^2k/m$, so the mass $\hbar^2k/(dE/dk)$ grows as $m(1+2\alpha E)$. With a rough $\alpha=0.5$ per eV, the growth is 4% at the mean thermal energy $1.5\,kT$ but 80% at an energy of 0.80 eV. The optical mass of the thermal electrons follows from the average $\langle v^2\rangle/(3kT)$, which weights higher energies. It grows by about $5\alpha kT\approx6\%$, and $\omega\tau$ at fixed mobility shifts by a similar amount. The states reached by absorption are changed strongly, but their higher density and lower velocity act on the loss in opposite directions. The value 160 therefore illustrates the correction in one simple model and is not a prediction of measured absorption. In n-type silicon doped near $10^{18}\ \mathrm{cm^{-3}}$, the measured free-carrier absorption near this wavelength is several times the Drude value obtained from the dc mobility, so the factor 1.6 should not be used to estimate loss in a real device. The remaining digits are in the numerical output.

## Table of computed values

```
Input mobility: 1400 cm^2/(V s)
Input optical mass: 0.26 m_e
Input vacuum wavelength: 1550 nm
Input temperature: 300 K
Input electron density: 1.0e+15 cm^-3
Input dc field: 100 V/cm
Elementary charge: 1.60218e-19 C
Electron mass: 9.10938e-31 kg
Speed of light: 2.99792e+08 m/s
Effective mass: 2.3684e-31 kg
Scattering time: 2.0696e-13 s = 207.0 fs
Angular frequency: 1.2153e+15 rad/s
omega*tau: 251.51 (dimensionless)
Optical cycles per tau: 40.03
Mobility, free flights: 1398.0 cm^2/(V s)
Out/in-phase ratio, integrated motion: 251.51
Velocity phase lag: 89.772 degrees
Rough longitudinal mass: 0.92 m_e
Rough transverse mass: 0.19 m_e
Conductivity mass from these: 0.2583 m_e
Density-of-states mass, one valley: 0.3214 m_e
omega*tau if that mass were misused: 310.9
Effective density of states: 2.744e+19 cm^-3
Density / effective density of states: 3.64e-05
Dc drift speed: 1.40e+05 cm/s
Thermal speed: 2.29e+07 cm/s
Photon energy: 0.7999 eV
Rough band gap: 1.12 eV
Thermal energy kT: 0.02585 eV
Photon energy / kT: 30.94
Rough nonparabolicity: 0.5 per eV
Mass growth at 1.5 kT: 1.039
Mass growth at photon energy: 1.800
Two-path test, propagated probability: 0.2300
Two-path test, predicted probability: 0.2321
Mean tau times mean 1/tau: 1.1318
Quantum factor in loss rate: 1.3859
Total loss-rate factor: 1.5685
omega / estimated optical loss rate: 160.3
Hot device temperature: 350 K
Rough mobility power of 1/T: 2.4
omega*tau in hot device: 173.7
Higher doping: 1.0e+18 cm^-3
Rough mobility there: 270 cm^2/(V s)
omega*tau at higher doping: 48.5
Higher doping / density of states: 0.0364
```
